\section*{Axial Channelling Flux from Accessible Area in Transverse Equilibrium}

\section{Energy and equilibrium}

\textbf{Q.} A parallel beam enters a crystal exactly along an axis. It is uniform at the surface, so why should the flux be non-uniform inside, and what fixes it?

\textbf{A.} Uniform entry positions do not mean uniform transverse energies. Let $\mathbf r$ be the position in the plane perpendicular to the axis, $\mathbf p$ the transverse momentum and $M$ the ion mass. Hartree atomic units are used throughout. In the continuum model the atoms of each string are replaced by their average along the string, so the transverse motion has the energy
\begin{equation}
E_\perp=\frac{p^2}{2M}+U(\mathbf r),
\end{equation}
where $U$ has the periodicity of the transverse lattice. An ion crosses the surface at $\mathbf r_i$ without transverse momentum, and the crossing is taken to be too sudden to change its position. Hence $E_\perp=U(\mathbf r_i)$. If $E_\perp$ is then conserved, the ion can never reach a place where $U>U(\mathbf r_i)$. Ions that enter near a string can go almost anywhere; ions that enter near a channel centre stay there. The centre is therefore visited by ions of every energy, and the neighbourhood of a string by few.

\textbf{Q.} What is $U$, concretely?

\textbf{A.} For an ion of charge $Z_1$ and atoms of charge $Z_2$, take the screened interaction
$(Z_1Z_2/R)\sum_j\alpha_j e^{-\kappa_jR}$. With atoms spaced by $d$ along the string, each term has the average
\begin{equation}
\frac1d\int_{-\infty}^{\infty}\!dz\,
\frac{e^{-\kappa\sqrt{\rho^2+z^2}}}{\sqrt{\rho^2+z^2}}
=\frac1d\int_{-\infty}^{\infty}\!dt\,e^{-\kappa\rho\cosh t}
=\frac2dK_0(\kappa\rho),
\end{equation}
where $\rho$ is the distance from the string and $z=\rho\sinh t$. Since $(-\nabla^2+\kappa^2)K_0(\kappa\rho)=2\pi\delta(\boldsymbol\rho)$, the two-dimensional Fourier transform of $K_0$ is $2\pi/(G^2+\kappa^2)$. Averaging over Gaussian thermal displacements, with rms value $u$ in each direction, multiplies it by $e^{-G^2u^2/2}$. For one string per cell of area $A_0$, the Fourier coefficients of $U$ are
\begin{equation}
U_{\mathbf G}=\frac{2Z_1Z_2}{dA_0}\,e^{-G^2u^2/2}
\sum_j\frac{2\pi\alpha_j}{G^2+\kappa_j^2}.
\end{equation}

The numerical example uses protons and a square array of strings with side $5$ bohr, so $A_0=25$ bohr$^2$. The other model parameters are $d=7$ bohr, $Z_2=14$ and $u=0.15$ bohr. The screening is Molière's, with $\alpha_j=(0.10,0.55,0.35)$, $\kappa_ja=(6,1.2,0.3)$ and the Thomas--Fermi length $a=(9\pi^2/128)^{1/3}Z_2^{-1/3}=0.3673$ bohr. This gives $U=0.2325$ hartree at the channel centre and $5.226$ hartree on a string. A direct sum over strings, averaged over displacements, reproduces the central value.

\textbf{Q.} You know where an ion may go. How do you know how its time is divided among the allowed places?

\textbf{A.} Energy conservation does not say. This is where transverse statistical equilibrium is assumed: all phase-space states on a given energy shell are equally populated. The density at $\mathbf r$ is then proportional to
\begin{align}
\int d^2p\,\delta\!\left(E-U-\frac{p^2}{2M}\right)
&=\int_0^\infty 2\pi p\,dp\,
\delta\!\left(E-U-\frac{p^2}{2M}\right)\nonumber\\
&=2\pi M\int_0^\infty dT\,\delta(E-U-T),
\end{align}
where $T=p^2/2M$ and $p\,dp=M\,dT$. The last integral is $1$ if $U<E$ and $0$ if $U>E$. The local kinetic energy has dropped out, so an ion of energy $E$ is spread uniformly over its allowed area.

\textbf{Q.} A fast ion spends less time where it is fast. How can the density be uniform?

\textbf{A.} In two dimensions the larger number of momentum states compensates for the shorter stay. In one dimension it does not. There the two momenta $\pm\sqrt{2MT}$ each contribute $M/|p|$, and
\begin{equation}
\int dp\,\delta\!\left(E-U-\frac{p^2}{2M}\right)
=\frac{2M}{\sqrt{2MT}}=\sqrt{\frac{2M}{T}},\qquad T=E-U .
\end{equation}
Between $T=0.1$ and $0.4$ hartree this weight halves, while the two-dimensional one stays the same. The argument below is therefore for axial channels, not for planar ones.

\section{From entry points to flux}

\textbf{Q.} Then carry out the sum over the beam.

\textbf{A.} Let $A(E)$ be the area per cell in which $U\le E$. Suppose for now that this region is connected, or consists of copies related by lattice translations. An ion entering at $\mathbf r_i$ contributes the density $1/A(U(\mathbf r_i))$ at $\mathbf r$ if $U(\mathbf r_i)\ge U(\mathbf r)$, and nothing otherwise. Entry points have density $1/A_0$, so the probability density at $\mathbf r$ is
\begin{equation}
P(\mathbf r)=\frac1{A_0}\int_{\rm cell}d^2r_i\,
\frac{\theta\big(U(\mathbf r_i)-U(\mathbf r)\big)}{A(U(\mathbf r_i))}.
\end{equation}
The longitudinal speed is practically common to all ions, so flux is proportional to density. Measured relative to a uniform beam, for which $P=1/A_0$, the flux is $F=A_0P$.

The integrand depends on $\mathbf r_i$ through $U(\mathbf r_i)$ alone. The entry area with potential between $E$ and $E+dE$ is $dA=(dA/dE)\,dE$, provided that no finite area has one constant potential. With $U_{\max}$ the largest value of $U$, for which $A(U_{\max})=A_0$,
\begin{equation}
F(\mathbf r)=\int_{U(\mathbf r)}^{U_{\max}}\frac{dE}{A(E)}\frac{dA}{dE}
=\int_{A(U(\mathbf r))}^{A_0}\frac{dA'}{A'}
=\ln\frac{A_0}{A(U(\mathbf r))}.
\label{eq:main}
\end{equation}
The same function $A$ counts the ions that enter with a given energy and the space over which they spread. That is why the shape of $U$ enters only through its equipotential areas.

\textbf{Q.} Does the translation of wells from cell to cell really do no harm? A slow ion cannot leave its own channel.

\textbf{A.} For $n$ cells, an energy interval admits entries from an area $n\,dA$. If the ions can roam over all cells, they spread over $nA$; if they are confined, the entries $dA$ of each cell spread over $A$. The ratio is $dA/A$ in both cases.

\textbf{Q.} A logarithm that grows without limit at the channel centre may contain too many ions.

\textbf{A.} Put $s=A(U(\mathbf r))/A_0$. The fraction of the cell lying between $s$ and $s+ds$ is $ds$, by the definition of $A$. The fraction of ions found below $s$ is therefore
\begin{equation}
\int_0^s(-\ln s')\,ds'=\big[s'-s'\ln s'\big]_0^s=s-s\ln s ,
\label{eq:cumulative}
\end{equation}
which is $1$ at $s=1$. The singularity is integrable, and ions are conserved.

In the example, the point $(2,2)$ bohr, measured from a string, has $A=1.674$ bohr$^2$, so $F=\ln(25/1.674)=2.70$. At $(1,1)$ bohr $A=18.673$ bohr$^2$ and $F=\ln(25/18.673)=0.292$. At the saddle midway between neighbouring strings, $F=\ln(25/9.570)=0.960$, close to the uniform value. The areas are counted on a grid and are uncertain by up to $0.002$ bohr$^2$, which does not change the values of $F$ shown.

\textbf{Q.} Those numbers merely evaluate the logarithm. Has the averaging been checked without it?

\textbf{A.} Yes. Random entry points were each moved to a random point of no higher potential by drawing trial points until one was allowed. This uses neither $A$ nor the logarithm. In a disc of radius $R=0.5$ bohr about the centre the sampled flux is $4.458$, against $4.461$ from the averaged formula. At the saddle, with the same radius, the values are $0.878$ and $0.895$. The test requires agreement within five estimated standard deviations of the counts.

The central value can be found by hand. If the equipotentials are circles, $A=\pi r^2$ there, and the disc average is
\begin{equation}
\frac1{\pi R^2}\int_0^R2\pi r\,dr\,\ln\frac{A_0}{\pi r^2}
=\int_0^1dx\left(\ln\frac{A_0}{\pi R^2}-\ln x\right)
=1+\ln\frac{A_0}{\pi R^2},
\end{equation}
with $x=r^2/R^2$. For $R=0.5$ bohr this is $4.46$.

\section{Near a string and at the centre}

\textbf{Q.} What does the formula say where the ions can hit atoms?

\textbf{A.} Close to a string the equipotentials are nearly circular and $U$ falls outwards. The region with lower potential is the cell without a disc of radius $r$, so $A\simeq A_0-\pi r^2$ and
\begin{equation}
F\simeq-\ln\left(1-\frac{\pi r^2}{A_0}\right)
=\frac{\pi r^2}{A_0}+\frac12\left(\frac{\pi r^2}{A_0}\right)^2+\cdots .
\end{equation}
Let $\chi$ be the close-encounter probability relative to a uniform beam: the average of $F$ over the thermal positions of an atom, taken as independent of the ion's path. The Gaussian has $\langle r^2\rangle=2u^2$ and $\langle r^4\rangle=8u^4$. Thus
\begin{equation}
\chi\simeq\frac{2\pi u^2}{A_0}
+\frac12\frac{\pi^2}{A_0^2}\,8u^4
=\frac{2\pi u^2}{A_0}\left(1+\frac{2\pi u^2}{A_0}\right).
\end{equation}
The leading term is $2\pi(0.15)^2/25=0.005655$. The correction raises it by $0.57\%$ to $0.005687$, the value obtained by integrating the flux numerically. In statistical equilibrium, channelling thus suppresses close encounters by a factor of about $180$. This figure depends on the equilibrium assumption: Newtonian trajectories in the same potential, with $E_\perp$ conserved and directions not mixed, return to the strings more often and give $\chi\approx0.0085\pm0.0004$, a factor of only about $120$. Scattering that raises $E_\perp$ would add further to $\chi$ and is left out.

\textbf{Q.} And the infinite flux at the centre? No beam is perfectly parallel.

\textbf{A.} In classical mechanics the infinity belongs to zero incidence angle. A divergent beam is an average over angles, so take one small angle $\psi$ common to all ions. With beam energy $E_0$, every ion then gains $\varepsilon=E_0\sin^2\psi\simeq E_0\psi^2$ of transverse energy. With $U_0$ the potential at the centre,
\begin{align}
F(\text{centre})&=\int_{U_0}^{U_{\max}}dE\,\frac{A'(E)}{A(E+\varepsilon)}\nonumber\\
&=\ln\frac{A_0}{A(U_0+\varepsilon)}
-\int_{U_0}^{U_{\max}}dE\,
\frac{A'(E+\varepsilon)-A'(E)}{A(E+\varepsilon)} .
\end{align}
Here $A'=dA/dE$. The second line adds and subtracts $A'(E+\varepsilon)$; its first term uses $A(U_{\max}+\varepsilon)=A_0$.

The last integral vanishes as $\varepsilon\to0$. Near the smooth minimum its numerator is of order $\varepsilon$ and its denominator is proportional to $E-U_0+\varepsilon$, which gives order $\varepsilon\ln(1/\varepsilon)$. The logarithmic singularity of $A'$ at an ordinary saddle contributes no more than this order, and the drop of $A'$ to zero at $U_{\max}$ gives order $\varepsilon$.

For an isotropic minimum, $U\simeq U_0+kr^2/2$, so the radius reached with energy $\varepsilon$ obeys $r^2=2\varepsilon/k$ and $A(U_0+\varepsilon)\simeq2\pi\varepsilon/k$. Therefore
\begin{equation}
F(\text{centre})\simeq\ln\frac{A_0k}{2\pi E_0\psi^2}.
\end{equation}
With $k=0.07771$ hartree/bohr$^2$, $E_0=40000$ hartree and $\psi=10^{-4}$ rad, $\varepsilon=0.0004$ hartree and the limit is $6.650$; the full integral gives $6.655$. Doubling the angle quadruples $\varepsilon$ and lowers the limit by $\ln4=1.386$ to $5.264$, against $5.279$ from the integral.

These numbers illustrate the classical formula; they do not predict the flux of real protons. In this well a proton has the transverse zero-point energy $\sqrt{k/M}=0.0065$ hartree, larger than both values of $\varepsilon$, and its ground state has the rms radius $(kM)^{-1/4}=0.29$ bohr. At such small angles quantum spreading therefore cannot be neglected, and the classical height of the central peak is not reliable. The classical limit needs $\varepsilon$ well above $0.0065$ hartree, or $\psi$ well above $4\times10^{-4}$ rad, which leaves little room below the $0.112$ hartree that separates the centre from the saddle.

\section{Where the accessible area needs care}

\textbf{Q.} You excluded a region of constant potential. Would it change more than a detail?

\textbf{A.} It changes the flux by a whole unit. Let the bottom of the potential be flat over an area $A_f$. Ions entering above the floor contribute $\ln(A_0/A_f)$ there, as before. Those entering on it come from an area $A_f$ and spread over the same area, contributing $A_f/A_f=1$. On the floor
\begin{equation}
F=1+\ln\frac{A_0}{A_f}.
\end{equation}
Multiplied by $f=A_f/A_0$ this is $f-f\ln f$, the fraction already found in Eq.~\eqref{eq:cumulative}. Flattening redistributes these ions without changing their number. For $f=0.3$ the formula gives $2.204$; random redistribution gives $2.176$, within the same statistical criterion.

\textbf{Q.} Suppose two neighbouring channels are different. Is an area accessible merely because its potential is low enough?

\textbf{A.} No. A barrier can make it unreachable. Let $A_c(E)$ be the connected allowed area containing $\mathbf r$, counted per cell. Suppose this well has area $A_w$ just below a saddle and belongs to a region of area $A_s$ just above it. Suppose also that the allowed region is connected from there upwards, apart from lattice translations. The area jumps at the saddle, but no entry points are added by the jump. The entries must be integrated on each side separately:
\begin{equation}
F(\mathbf r)=\int_{A_c(U(\mathbf r))}^{A_w}\frac{dA'}{A'}
+\int_{A_s}^{A_0}\frac{dA'}{A'}
=\ln\frac{A_w}{A_c(U(\mathbf r))}+\ln\frac{A_0}{A_s}.
\end{equation}
For $n$ equivalent wells that merge together, $A_s=nA_w$, and the sum becomes $\ln[A_0/(nA_c)]$. This is Eq.~\eqref{eq:main} with the total area.

As an unequal case, take a cell of $10\times5$ bohr$^2$ with strings at $(0,0)$ and $(4.5,0)$ bohr. At $(2.25,3.00)$ bohr, in the narrower channel, $A_c=0.928$, $A_w=5.604$ and $A_s=19.541$ bohr$^2$. Then
\begin{equation}
F=\ln\frac{5.604}{0.928}+\ln\frac{50}{19.541}=1.798+0.940=2.74 .
\end{equation}
These areas are counted on a grid of spacing $0.025$ bohr; on a grid ten times finer they move to $0.930$, $5.603$ and $19.547$ bohr$^2$, and $F$ to $2.735$. Adding the entries shell by shell over the connected region gives $2.73$. The total area of low potential, $9.686$ bohr$^2$, would give $\ln(50/9.686)=1.64$, because it lets the ions trapped in either channel spread over both.

\section{Does the motion reach equilibrium?}

\textbf{Q.} Everything rests on equal population of each energy shell. Does Newtonian motion in $U$ bring it about?

\textbf{A.} Not in general. In an isotropic harmonic well an ion released at rest at radius $R$ moves on a line through the centre, $r=R|\cos\omega t|$. The fraction of time spent in $dr$ is $2\,dr/(\pi\sqrt{R^2-r^2})$. Dividing by the ring area $2\pi r\,dr$ gives its density. For uniform entry up to radius $R_m$, the time-averaged flux is
\begin{equation}
F(r)=\int_r^{R_m}\frac{2\pi R\,dR}{\pi^2r\sqrt{R^2-r^2}}
=\frac{2}{\pi r}\sqrt{R_m^2-r^2}.
\end{equation}
It diverges as $1/r$, not logarithmically. Conserved angular momentum, here zero, prevents the ion from filling its allowed area. Equilibrium needs something that mixes directions.

\textbf{Q.} And in the square array?

\textbf{A.} Two sets of $1296$ trajectories were followed to a depth of $3.49\,\mu$m ($6.6\times10^4$ bohr), discarding the first $2.0\times10^4$ bohr. In one set the transverse velocity was turned through a random angle at regular intervals, which conserves $E_\perp$. This is a model of mixing, not of the full scattering in a crystal. A real proton of this energy would not keep its $E_\perp$ to such a depth. Collisions with electrons raise $E_\perp$ by roughly half the energy lost to them divided by $M$, since only the close collisions deflect the ion. A loss of order $1000$ hartree, estimated from the electron density at the channel centre (the mean density gives several times more), yields about $0.3$ hartree, more than the $0.112$ hartree between centre and saddle. The runs therefore test the equilibrium assumption in a fixed potential, not the flux of a real beam at that depth. Equation~\eqref{eq:cumulative} predicts ion fractions $0.330$, $0.331$, $0.245$ and $0.094$ in the zones of $A/A_0$ bounded by $0$, $0.1$, $0.3$, $0.6$ and $1$. With mixing the fractions are $0.331$, $0.331$, $0.246$ and $0.093$.

Without mixing they are $0.326$, $0.315$, $0.255$ and $0.104$. The outermost zone holds about $11\%$ more ions than predicted, but the division among these four wide zones is similar. They do not resolve the channel centre, where the well is nearly harmonic and unmixed ions can be focused more strongly than the logarithm predicts. The test of the mixed set allows a deviation of $0.03$ in each fraction, and the unmixed set would meet that too. A test this coarse therefore cannot establish that each energy shell is uniformly filled.

\textbf{Q.} When, then, would you refuse to use the logarithm?

\textbf{A.} I would refuse it at depths where the ions still oscillate in step, and wherever directions are not mixed. I would also refuse it once scattering has changed $E_\perp$ appreciably, since the entry position then no longer fixes the allowed area. Any useful range lies between: deep enough for directions to mix, shallow enough for transverse energy to be remembered. Whether such a range exists depends on the ion, the crystal and its temperature, and the equilibrium argument alone cannot decide it. The numerical output below gives the values for the model arrays used here.

\section*{Numbers as computed}
\begin{verbatim}
screening length (bohr): 0.3673
cell area A0 (bohr^2): 25.0
potential at centre, Fourier (hartree): 0.23251
potential at centre, real space (hartree): 0.23251
potential on string (hartree): 5.226
x, y (bohr) | U (hartree) | A (bohr^2) | F
0.50, 0.50 | 1.4063 | 23.429 | 0.0649
1.00, 1.00 | 0.5811 | 18.673 | 0.2918
1.50, 1.50 | 0.3390 | 8.792 | 1.0450
2.00, 2.00 | 0.2536 | 1.674 | 2.7036
2.25, 2.25 | 0.2375 | 0.399 | 4.1389
2.50, 0.00 | 0.3449 | 9.570 | 0.9602
shell weight ratio, kinetic 0.1 to 0.4 hartree, 2D: 1.0000
same ratio in 1D: 2.0003
disc-averaged flux: sampled | formula
centre, radius 0.5 bohr: 4.4584 | 4.4605
saddle, radius 0.5 bohr: 0.8779 | 0.8950
string, radius 1.0 bohr: 0.0673 | 0.0656
flat floor, fraction of cell: 0.3
flux on floor, sampled | formula: 2.1763 | 2.2040
close-encounter probability, integral | formula: 0.005687 | 0.005655
central curvature k (hartree/bohr^2): 0.07771
angle (rad) | added energy (hartree) | central flux | limit formula
2e-04 | 0.00160 | 5.2789 | 5.2640
1e-04 | 0.00040 | 6.6552 | 6.6503
unequal wells: cell area (bohr^2): 50.0
local U, saddle U (hartree): 0.2851, 0.3482
areas local, well, merged, total at local U (bohr^2): 0.928, 5.604, 19.541, 9.686
flux, shell sum | connected formula | total-area formula: 2.7342 | 2.7377 | 1.6414
trajectories per run: 1296
mean energy error (hartree): 2.4e-04
depth discarded, final depth (bohr): 19802, 66007
final depth (micrometre): 3.49
A/A0 range | ion fraction: no mixing | mixing | formula
0.0-0.1 | 0.3259 | 0.3314 | 0.3303
0.1-0.3 | 0.3152 | 0.3306 | 0.3309
0.3-0.6 | 0.2548 | 0.2455 | 0.2453
0.6-1.0 | 0.1041 | 0.0926 | 0.0935
\end{verbatim}
